# The diffusion tail of an avalanche diode's timing response

Suppose that minority electrons fill a neutral p-type layer, \(0<x<L\), with the density profile

\[
n(x,0)=A\sin\frac{\pi x}{2L}.
\]

The density vanishes at \(x=0\), where electrons are removed, and its slope vanishes at \(x=L\), where no diffusion current flows. With diffusion coefficient \(D\), the outflow through \(x=0\), per unit area, is

\[
D\left.\frac{\partial n}{\partial x}\right|_{0}=\frac{\pi D A}{2L},
\]

while the number of electrons still in the layer, per unit area, is

\[
\int_0^L A\sin\frac{\pi x}{2L}\,dx=\frac{2LA}{\pi}.
\]

Outflow divided by content is \(\pi^2D/(4L^2)\). The profile also keeps its shape: its second derivative is \(-(\pi/2L)^2\) times itself, so diffusion lowers the density everywhere by the same fraction per unit time. Content and outflow therefore both decay as \(e^{-t/\tau}\), with

\[
\tau=\frac{4L^2}{\pi^2D}.
\]

Light does not prepare this profile. What has to be shown is that every other starting profile ends with the same decay constant.

In a single-photon avalanche diode, \(x=0\) is the edge of the depletion layer. A photon absorbed inside the depletion layer creates carriers that the field moves at once, which gives the prompt peak of the timing response. A photon absorbed in the neutral layer creates an electron that must first diffuse to \(x=0\). There the field sweeps it away, and it may start an avalanche. These late arrivals form the diffusion tail.

Let \(n(x,t)\,dx\) now be the probability that one such electron is still in the layer and lies between \(x\) and \(x+dx\). The junction is taken to be flat and wide, so that one coordinate suffices. The layer has uniform \(D\), no built-in field and, for the moment, no recombination. The particle current in the \(+x\) direction is \(J=-D\,\partial n/\partial x\), and conservation, \(\partial n/\partial t=-\partial J/\partial x\), gives

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2},\qquad n(0,t)=0,\qquad \left.\frac{\partial n}{\partial x}\right|_{L}=0 .
\]

An arriving electron crosses \(x=0\) in the \(-x\) direction, so the arrival density is \(f(t)=-J(0,t)=+D\,\partial n/\partial x|_0\). If each arrival triggers an avalanche with the same probability, and the bias and the avalanche delay do not depend on the arrival time, the tail of the response is \(f\) times a constant, shifted by a constant delay.

A product \(X(x)e^{-\Gamma t}\) solves the diffusion equation if \(X''=-(\Gamma/D)X\). Multiplying by \(X\), integrating over the layer and using \(XX'=0\) at both ends gives \(\Gamma\int X^2dx=D\int X'^2dx\). Hence \(\Gamma>0\), since \(\Gamma=0\) would make \(X\) constant and the condition at \(x=0\) would make it zero. With \(\Gamma=Dk^2\), the condition at \(x=0\) selects \(\sin kx\), and the condition at \(x=L\) requires \(\cos kL=0\):

\[
k_m=\frac{(m+\tfrac12)\pi}{L},\qquad \frac1{\tau_m}=Dk_m^2,\qquad m=0,1,2,\dots
\]

These modes suffice for any ordinary starting profile. Extend \(n(x,0)\) to \(L<x<2L\) as its mirror image about \(L\), then to negative \(x\) as an odd function, and repeat with period \(4L\). The Fourier series of an odd function of this period contains the sines \(\sin(j\pi x/2L)\). Those with even \(j\) are odd about \(x=L\) and have no overlap with a function that is even about \(L\). The odd \(j=2m+1\) remain, and they are the modes above.

To find the coefficients, write

\[
\int_0^L\sin k_mx\,\sin k_lx\,dx=\frac12\int_0^L\left[\cos(k_m-k_l)x-\cos(k_m+k_l)x\right]dx .
\]

Both \((k_m-k_l)L\) and \((k_m+k_l)L\) are integer multiples of \(\pi\), so the integral vanishes for \(m\ne l\). For \(m=l\) the first cosine is 1 and the result is \(L/2\). Therefore

\[
n(x,t)=\sum_m\left[\frac2L\int_0^Ln(s,0)\sin k_ms\,ds\right]\sin k_mx\;e^{-t/\tau_m}.
\]

Differentiating at \(x=0\) brings down \(k_m\), and multiplication by \(D\) gives

\[
f(t)=\sum_m c_me^{-t/\tau_m},\qquad
c_m=\frac{2Dk_m}{L}\int_0^Ln(x,0)\sin k_mx\,dx .
\]

The slowest term has \(k_0=\pi/2L\) and \(\tau_0=\tau\). It cannot be missing: \(\sin(\pi x/2L)\) is positive throughout \(0<x\le L\), and \(n(x,0)\) is nowhere negative, so \(c_0>0\). The starting profile sets the amplitude of the tail and the time at which it becomes a single exponential, but not its final constant. The next term has \(\tau_1=\tau/9\), because \(k_1=3k_0\).

The reflecting face matters greatly. If both faces absorb, the slowest mode is \(\sin(\pi x/L)\), its wave number is doubled, and the constant falls to \(L^2/(\pi^2D)\), a quarter of \(\tau\). Recombination with lifetime \(\tau_r\) adds \(-n/\tau_r\) to the right side of the diffusion equation. The substitution \(n=e^{-t/\tau_r}u\) removes that term, so every decay rate rises by \(1/\tau_r\), and the tail decays at the rate \(1/\tau+1/\tau_r\).

For light that enters the depletion layer and crosses its width \(W\) before reaching the neutral layer, the absorption coefficient \(\alpha\) gives, per photon entering,

\[
n(x,0)=\alpha e^{-\alpha W}e^{-\alpha x}.
\]

The required integral follows from

\[
\int e^{-\alpha x}\sin kx\,dx=-\frac{e^{-\alpha x}(\alpha\sin kx+k\cos kx)}{\alpha^2+k^2},
\]

which differentiation confirms. At \(x=L\), \(\cos k_mL=0\) and \(\sin k_mL=(-1)^m\), so

\[
c_m=\frac{2D}{L}\,\alpha e^{-\alpha W}\,\frac{k_m\left[k_m-(-1)^m\alpha e^{-\alpha L}\right]}{\alpha^2+k_m^2}.
\]

Without recombination every electron eventually arrives, and the time integral of \(f\) is the fraction absorbed in the layer, \(e^{-\alpha W}(1-e^{-\alpha L})\).

The early response has a different form. For weak absorption, \(\alpha\ll k_0\), the last fraction in \(c_m\) is near 1. When \(\sqrt{Dt}\ll L\), many modes contribute, and their spacing \(\pi/L\) is fine enough to replace the sum by an integral:

\[
f\simeq\frac{2D}{L}\alpha e^{-\alpha W}\,\frac L\pi\int_0^\infty e^{-Dk^2t}dk
=\alpha e^{-\alpha W}\sqrt{\frac{D}{\pi t}} .
\]

The reflecting face does not appear, because hardly any electron has yet had time to travel from that face to \(x=0\). Define the local decay constant \(\theta(t)=-f/(df/dt)\). For \(f\propto t^{-1/2}\) it is \(2t\), so an exponential fitted too early gives a constant that reflects the choice of fitting window.

Take as an example a shallow-junction silicon diode at 300 K, with rough, illustrative parameters: \(L=1000\) nm, acceptor density \(N=4\times10^{16}\) cm\(^{-3}\), electron mobility \(\mu_e=1000\) cm\(^2\)/Vs and \(\alpha=500\) cm\(^{-1}\), suited to light near 850 nm. The Einstein relation, valid at this non-degenerate doping, gives

\[
D=\mu_e\frac{k_BT}{e}=1000\times0.02585=25.85\ \text{cm}^2/\text{s}=2585\ \text{nm}^2/\text{ps},
\]

\[
\tau=\frac{4\times(1000)^2}{\pi^2\times2585}\ \text{ps}=157\ \text{ps}=0.157\ \text{ns}.
\]

The tail falls tenfold in \(\tau\ln10=361\) ps. The second mode has a constant of 17 ps, and two absorbing faces would give 39 ps.

The depletion width follows from Poisson's equation for a one-sided junction. The field rises linearly from zero at the depletion edge to \(eNW/\varepsilon\), and its area is the junction potential \(V=eNW^2/(2\varepsilon)\). For \(V=29\) V, built-in potential included, and relative permittivity 11.7, \(W=\sqrt{2\varepsilon V/(eN)}=968\) nm. The peak field is \(2V/W=0.60\) MV/cm.

Whether this exceeds breakdown follows from the current balance. Let \(s\) be the distance from the depletion edge, \(a_n\) and \(a_p\) the ionization coefficients of electrons and holes, and \(J_n\) the electron part of the constant total current \(J_{\rm t}\). Both carriers create pairs, so \(dJ_n/ds=a_nJ_n+a_p(J_{\rm t}-J_n)\). With \(\Phi(s)=\int_0^s(a_n-a_p)ds'\), this is

\[
\frac{d}{ds}\left(J_ne^{-\Phi}\right)=a_pJ_{\rm t}e^{-\Phi}.
\]

Electrons enter as \(J_n(0)=J_{\rm t}/M\), where \(M\) is the gain, and no holes enter at the far side, so \(J_n(W)=J_{\rm t}\). Integrating, and using \(e^{-\Phi(W)}=1-\int_0^W(a_n-a_p)e^{-\Phi}ds\), gives

\[
\frac1M=1-\int_0^Wa_ne^{-\Phi}ds .
\]

Breakdown, \(M\to\infty\), occurs when the integral reaches 1. With the rough coefficients \(a_n=7.0\times10^5e^{-1.23/E}\) and \(a_p=6.7\times10^5e^{-1.69/E}\) cm\(^{-1}\), \(E\) being the field in MV/cm, numerical integration and root finding put this at 24.6 V. The diode is therefore biased about 4 V above breakdown in this model.

Of the photons entering the depletion layer, \(1-e^{-\alpha W}=4.7\%\) are absorbed there and 4.65% in the neutral layer. With an ideal reflecting face at \(x=L\), and counting only these two regions, delayed carriers are thus nearly as numerous as prompt ones. The formula for \(c_m\) gives \(c_0=2.39\times10^{-4}\) ps\(^{-1}\). The first mode carries \(c_0\tau=3.7\%\) of the entering photons, about 80% of all delayed arrivals.

Summing the series gives local constants of 31 ps at \(t=0.1\tau\), 77 ps at \(0.25\tau\), 136 ps at \(0.5\tau\) and 156 ps at \(\tau\). The first two lie close to \(2t\), as the early law requires. For the later approach, keep two modes and let \(r=(c_1/c_0)e^{-8t/\tau}\) be their ratio. Then

\[
f\simeq c_0e^{-t/\tau}(1+r),\qquad \theta\simeq\tau\,\frac{1+r}{1+9r}\simeq\tau(1-8r).
\]

For this ideal layer, the summed response comes within 1% of the single exponential, relative to that exponential, after 91 ps, or \(0.58\tau\). At that moment \(r=0.01\), and \((1+r)/(1+9r)=0.927\), so the local constant is still about 7% short. Agreement in height therefore does not yet mean agreement in slope.

The measured response is also blurred by electronic and avalanche jitter. For Gaussian jitter of standard deviation \(\sigma\), the late exponential becomes

\[
\int\frac{e^{-s^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,c_0e^{-(t-s)/\tau}ds .
\]

Completing the square,

\[
-\frac{s^2}{2\sigma^2}+\frac s\tau=-\frac{(s-\sigma^2/\tau)^2}{2\sigma^2}+\frac{\sigma^2}{2\tau^2},
\]

so the result is \(c_0e^{-t/\tau}e^{\sigma^2/2\tau^2}\). This holds once \(t-\sigma^2/\tau\) lies several \(\sigma\) beyond the time at which the unblurred tail has become a single exponential, so that the prompt peak and the early tail are not mixed in. The constant is unchanged. For \(\sigma=15\) ps the amplitude rises by 0.5%.

A timing circuit that records the first avalanche of each pulse distorts the response when pulses are bright. Let the number of entering photons be Poisson distributed with mean \(\mu\), and let \(F(t)\) be the probability that a given photon has produced an arrival by time \(t\), prompt arrivals included. If every arrival fires the diode, the number of arrivals by time \(t\) is Poisson distributed with mean \(\mu F\). The probability of no avalanche is \(e^{-\mu F}\), and after the prompt peak the first-avalanche density is

\[
g=-\frac{d}{dt}e^{-\mu F}=\mu f e^{-\mu F},\qquad -\frac1g\frac{dg}{dt}=\frac1\theta+\mu f .
\]

Since \(f\to0\), the final constant is again \(\tau\), but it is reached later. For \(\mu=5\), the late amplitude is multiplied by \(e^{-5\times0.0938}=0.63\). At \(t=\tau\), where \(f=8.8\times10^{-5}\) ps\(^{-1}\), the extra rate \(\mu f\) is still 7% of \(1/\tau\); at \(2\tau\) it is 2.5%. A trigger probability below 1, equal for all arrivals, multiplies \(\mu\) and weakens the effect. With the ionization coefficients above, at 29 V, it is about 0.7 for delayed electrons and somewhat lower on average for prompt pairs, so the factor 0.63 overstates the loss for this diode. Dark counts add a floor that flattens the measured slope once the tail has sunk to its level.

The boundary conditions and the uniform layer are idealizations, and each can be relaxed. At the depletion edge the field removes electrons at a finite speed \(v\), so \(D\,\partial n/\partial x=vn\) at \(x=0\). The mode with zero slope at \(L\) is \(\cos[q(1-x/L)]\), and its rate is \(Dq^2/L^2\). The new condition reads \((Dq/L)\sin q=v\cos q\), or

\[
q\tan q=\frac{vL}{D}.
\]

For large \(vL/D\), put \(q=\pi/2-\epsilon\), so that \(\tan q\simeq1/\epsilon\) and \(\epsilon\simeq(\pi/2)D/(vL)\). To first order, \(L\) is replaced by \(L+D/v\). With \(v=10^7\) cm/s, \(D/v=26\) nm, and solving the full condition raises \(\tau\) by 5.2%. This condition treats the depletion edge as sharp. In a real junction the field sets in gradually and reaches somewhat into the neutral layer. This can offset part of the rise, by an amount that depends on how drift velocity and diffusion coefficient vary with the field.

A doping gradient acts more strongly. Let the acceptor density rise exponentially by a factor \(R\) from \(x=0\) to \(x=L\). The equilibrium electron density then varies as \(e^{-\beta x}\), with \(\beta=(\ln R)/L\). The current must vanish for that profile, so \(J=-D(\partial n/\partial x+\beta n)\), whose second term is a drift towards the junction. Setting \(n=e^{-\beta x/2}u\) in \(\partial n/\partial t=D(n''+\beta n')\), the first derivatives of \(u\) cancel:

\[
\frac{\partial u}{\partial t}=D\left(u''-\frac{\beta^2}{4}u\right).
\]

With \(u\propto\sin(qx/L)\) and \(b=\beta L/2=\tfrac12\ln R\), zero current at \(L\) means \(u'+(\beta/2)u=0\), so

\[
q\cot q=-b,\qquad \Gamma=\frac{D(q^2+b^2)}{L^2}.
\]

For small \(b\), \(q\simeq\pi/2+2b/\pi\), and the rate rises by the fraction \(8b/\pi^2\). For \(R=1.5\), a mild gradient chosen for illustration, \(b=0.20\), and the full condition lowers \(\tau\) by 14.9%. Dopant diffusing out of a heavily doped buried layer gives a much steeper rise near \(x=L\), which this exponential does not describe and which can shorten the constant considerably more.

The reflecting face itself can stand for a heavily doped p\(^+\) layer, which reflects only approximately. Let that layer have thickness \(L_+\) and diffusion coefficient \(D_+\), with an absorbing junction beneath it. At the interface the electron densities keep their equilibrium ratio \(\rho=n_+/n\), and the current is continuous. The mode is \(\sin\kappa x\) on the p side and proportional to \(\sin\kappa_+(L+L_+-x)\) on the p\(^+\) side, where \(\kappa^2=\Gamma/D\) and \(\kappa_+^2=\Gamma/D_+\). Dividing the current condition by the density condition gives

\[
D\kappa\cot\kappa L=-\rho D_+\kappa_+\cot\kappa_+L_+ .
\]

Unless \(\kappa_+L_+\) lies near a multiple of \(\pi\), where the cotangent diverges, a small \(\rho D_+\) makes the right side small, hence a mode with \(\kappa L\simeq\pi/2\). It is the slowest mode as long as its \(\kappa_+L_+\) is below \(\pi\). For \(L_+=500\) nm, \(D_+=5\) cm\(^2\)/s, acceptor density \(5\times10^{18}\) cm\(^{-3}\) and a band-gap narrowing of 60 meV, \(\rho=0.008\,e^{60/25.85}=0.08\). The leaky layer then lengthens \(\tau\) by 1.0%. The sign follows from the equation: at \(\Gamma=1/\tau\), \(\kappa_+L_+=L_+/\sqrt{D_+\tau}=1.79\) exceeds \(\pi/2\), its cotangent is negative, and \(\kappa L\) must lie below \(\pi/2\). The density of the mode then still rises with \(x\) at \(x=L\), so the net current there runs from the p\(^+\) layer into the p layer: late in the tail, the p\(^+\) layer returns more electrons across the interface than it takes up. The shift is this small because the chosen thickness puts \(\kappa_+L_+\) near \(\pi/2\), where the cotangent nearly vanishes. With the same \(\rho\) and \(D_+\), \(L_+=150\) nm shortens \(\tau\) by 7% and \(L_+=800\) nm lengthens it by 11%.

Light absorbed in the p\(^+\) layer supplies further delayed electrons, which the photon counts above leave out. The layer also has a decay of its own. Diagonalizing a finite-volume transport matrix for the two layers gives a second constant of 50 ps, close to \(L_+^2/(\pi^2D_+)\). This mode, and no longer the 17 ps one, sets the approach to a single exponential. Agreement within 1% takes about 150 ps instead of 91 ps, and about 290 ps once light absorbed in the p\(^+\) layer is counted. That light also raises the late amplitude by about half and makes the local constant overshoot, to about 180 ps at \(t=\tau\), before it settles. If the p\(^+\) layer were thick enough for this constant to exceed \(\tau\), it would govern the last part of the tail. Holes from a 100 nm top n\(^+\) layer with \(D=2\) cm\(^2\)/s, reflected at the surface, have a constant of 20 ps and die out sooner.

The chosen values are rough, and the constant of 157 ps is an estimate for them, not a prediction for a particular diode. Of the idealizations relaxed above, uniform doping changes \(\tau\) most for these parameters. Doping gradient, finite removal speed, p\(^+\) leakage and a 10 µs bulk lifetime, put together in the same matrix, give 142.5 ps, 9% below the ideal value. Other changes are sized one at a time, with the remaining parameters fixed. Shortening \(L\) by one Debye length, 20 nm, lowers \(\tau\) by 4%. This measures only the sensitivity to \(L\): at constant mobility, the gradual onset of the field leaves \(\tau\) almost where the sharp absorbing edge puts it. One more volt of bias widens the depletion layer at the expense of \(L\) and lowers it by 3.3%. An absorbing rim at a radius of 25 µm lowers it by 0.4%. Cooling to 250 K also shortens the tail: if mobility varies as \(T^{-2}\), then \(D\propto T^{-1}\), \(\tau\propto T\), and the constant falls by 17%. Where impurity scattering makes the mobility rise less on cooling, the constant falls less, and if the mobility rises more slowly than \(T^{-1}\), the constant grows instead. In a diode whose neutral layer lies between two collecting junctions, the reflecting condition fails altogether, and the estimate for these parameters is 39 ps instead of 157 ps.

Where one face does reflect, the layer is uniform and diffusion dominates, halving \(L\) at fixed \(D\) shortens the tail fourfold. It also reduces the number of delayed carriers, by about half when \(\alpha L\ll1\). Inferring \(L\) from a measured tail, again for a uniform layer, requires knowing how the far face behaves: \(L=(\pi/2)\sqrt{D\tau}\) holds for a reflecting far face, whereas two absorbing faces give \(L=\pi\sqrt{D\tau}\), twice as large for the same measured constant.

Numbers in the example were calculated in double precision.
